Long Shear-Horizontal Waves in a Layered Stack: the Slowness Ellipse

**1. Definitions and conventions**

Isotropic elastic layers are stacked along z and repeat with period d. The shear modulus μ(z) and density ρ(z) are positive and constant within each layer. The layers are welded, so displacement and traction are continuous at every interface. The stack is infinite, linear, lossless and free of static stress.

A shear-horizontal wave travels in the x-z plane with its displacement u(x, z, t) along y, parallel to the layers. Its angular frequency is ω and its wave number along the layers is k_x. The wave number k_z across them is defined by the phase gained over a period. The slowness components are s_x = k_x/ω and s_z = k_z/ω. The mean over one period is

⟨f⟩ = (1/d) ∫₀ᵈ f(z) dz.  (1)

For layers of thickness h_j it is the thickness-weighted average. The algebra is in atomic units, where ħ = 1 and ω is also the quantum energy. The wave equation is classical and contains no ħ.

The result to be derived is that, as ωd → 0 at fixed slowness, the lowest branch obeys

⟨μ⟩ s_x² + s_z²/⟨1/μ⟩ = ⟨ρ⟩.  (2)

The effective modulus is thus the arithmetic mean ⟨μ⟩ along the layers and the harmonic mean 1/⟨1/μ⟩ across them.

**2. From the wave equation to the Bloch condition**

The shear stresses acting along y are μ ∂u/∂x and μ ∂u/∂z. Newton's law for a volume element is

ρ ∂²u/∂t² = ∂/∂x(μ ∂u/∂x) + ∂/∂z(μ ∂u/∂z).  (3)

Since μ and ρ do not depend on x or t, we may set u = U(z) exp(ik_x x − iωt). Then ∂²/∂t² gives −ω² and ∂²/∂x² gives −k_x². With a prime for d/dz,

(μU')' = gU, g = μk_x² − ρω².  (4)

The traction on a plane of constant z is τ = μU'. Equation (4) becomes the pair

U' = τ/μ, τ' = gU.  (5)

Both U and τ are continuous, so (5) can be integrated through interfaces without further matching. Because it is linear, one period acts on the column (U, τ) as a 2×2 matrix M.

For two solutions of (5), the combination W = U₁τ₂ − U₂τ₁ has the derivative

W' = τ₁τ₂/μ + gU₁U₂ − τ₂τ₁/μ − gU₂U₁ = 0.

Hence W is unchanged over a period. Since M multiplies W by det M, det M = 1.

A Bloch wave satisfies (U, τ)(z + d) = exp(ik_z d)(U, τ)(z), so exp(ik_z d) is an eigenvalue of M. The eigenvalues have product 1, so the other is exp(−ik_z d). Their sum is the trace:

2 cos(k_z d) = tr M.  (6)

**3. The trace for long waves**

Write the matrix of system (5) as

N(z) = [[0, 1/μ(z)], [g(z), 0]].

Repeated integration from the identity gives

M = 1 + ∫N(z₁)dz₁ + ∫∫ N(z₁)N(z₂) dz₁dz₂ + …,  (7)

with d > z₁ > z₂ > … > 0. A product of an odd number of factors N has zeros on its diagonal and does not contribute to the trace. A product of two is diagonal, with entries g(z₂)/μ(z₁) and g(z₁)/μ(z₂). The second-order trace is therefore

∫∫ over z₁ > z₂ of [g(z₂)/μ(z₁) + g(z₁)/μ(z₂)] dz₁dz₂.

Exchanging the names z₁ and z₂ in the second term turns it into the integral of the first integrand over z₁ < z₂. The two triangles fill the square, and the integral factorizes:

tr M = 2 + d²⟨1/μ⟩⟨g⟩ + R.  (8)

This factorization is why the order of the layers does not matter at leading order.

The remainder R can be bounded. At order 2n there are n factors 1/μ at positions a₁ > … > aₙ and n factors g at b₁ > … > bₙ. The two diagonal entries correspond to the alternating orders a₁ > b₁ > a₂ > … and b₁ > a₁ > b₂ > …. These are separate parts of the region in which the a's are ordered among themselves and the b's among themselves. Over that whole region, the integral of the product of all 1/μ and |g| is (d⟨1/μ⟩)ⁿ/n! times (d⟨|g|⟩)ⁿ/n!. With

ε = d²⟨1/μ⟩⟨|g|⟩,  (9)

the trace at order 2n is at most εⁿ/(n!)² in magnitude. Summing from n = 2 gives

|R| ≤ Σₙ≥₂ εⁿ/(n!)² = I₀(2√ε) − 1 − ε,  (10)

where I₀ is the modified Bessel function. At fixed slowness g = ω²(μs_x² − ρ), so ε is proportional to (ωd)² and R is of order (ωd)⁴.

**4. The ellipse and its limits**

By (8), tr M → 2 as ωd → 0, so we take the branch with k_z d → 0. The left side of (6) is then 2 − k_z²d² + O((k_z d)⁴). Equating it to (8), cancelling 2 and dividing by −d² gives

k_z² = −⟨1/μ⟩⟨g⟩ + O(ω⁴d²) = ⟨1/μ⟩(⟨ρ⟩ω² − ⟨μ⟩k_x²) + O(ω⁴d²).  (11)

Division by ω²⟨1/μ⟩ and the limit ωd → 0 give (2). The derivation used any number of layers and any thicknesses.

The semi-axes of the ellipse are √(⟨ρ⟩/⟨μ⟩) along s_x and √(⟨ρ⟩⟨1/μ⟩) along s_z. If s_x exceeds the first, (11) gives k_z² < 0 for long waves, and the field grows or decays across the stack. For a wave vector at angle θ from the layer normal, put s_x = s sin θ and s_z = s cos θ in (2). The phase speed v = 1/s obeys

v² = (⟨μ⟩ sin²θ + cos²θ/⟨1/μ⟩)/⟨ρ⟩.  (12)

The Cauchy-Schwarz inequality for √μ and 1/√μ gives 1 = ⟨√μ · 1/√μ⟩² ≤ ⟨μ⟩⟨1/μ⟩. The limiting speed along the layers is therefore at least that across them. For two materials with volume fractions f₁ + f₂ = 1, multiplying out the means gives

⟨μ⟩⟨1/μ⟩ = f₁² + f₂² + f₁f₂(μ₁/μ₂ + μ₂/μ₁) = 1 + f₁f₂(μ₁ − μ₂)²/(μ₁μ₂).  (13)

If the moduli are equal, the ellipse is a circle even when the densities differ.

A very soft layer shows where the limit can fail. As μ₂ → 0 at fixed thickness, the harmonic mean tends to zero and the arithmetic mean to f₁μ₁. But ε in (9) grows as 1/μ₂, so the frequency range in which the bound guarantees (2) shrinks. A wavelength long in the stiff material is not enough for this guarantee: ε, which contains the large compliance of the soft layer, must itself be small.

**5. Why the two means differ**

For travel across the layers, k_x = 0 and τ' = −ρω²U. From (11), k_z² = ⟨1/μ⟩⟨ρ⟩ω², and the traction has magnitude about k_z|U|/⟨1/μ⟩. Its change over a period is about ⟨ρ⟩ω²d|U|. The ratio of change to traction is k_z d, which is small. All layers thus carry nearly the same traction, each strains by τ/μ, and the mean strain is τ⟨1/μ⟩. Compliances add, as for springs in series.

For travel along the layers, k_z = 0 and U is periodic. By (5), the traction built up within a period is at most of order d⟨|g|⟩|U|, and the resulting change of U is at most of order ε|U|. All layers share nearly one displacement, hence one strain ∂u/∂x, and their restoring forces μk_x²U add in proportion to thickness. These are springs in parallel.

**6. The first correction for two layers**

For two layers per period, define

r_j = ρ_j − μ_j s_x², q_j² = ω²r_j/μ_j, a_j = q_j h_j, Z_j = μ_j q_j.  (14)

Inside layer j, (4) reads U'' = −q_j²U. Its solutions are sines and cosines, and the layer matrix is

M_j = [[cos a_j, sin a_j/Z_j], [−Z_j sin a_j, cos a_j]].

Adding the diagonal entries of M₂M₁ and using (6),

cos(k_z d) = cos a₁ cos a₂ − ½(Z₁/Z₂ + Z₂/Z₁) sin a₁ sin a₂.  (15)

Let α_j = h_j/μ_j and G_j = h_jω²r_j. Then a_j² = α_jG_j, (Z₁/Z₂)a₁a₂ = α₂G₁ and (Z₂/Z₁)a₁a₂ = α₁G₂. To fourth order,

cos a₁ cos a₂ = 1 − (a₁² + a₂²)/2 + (a₁⁴ + a₂⁴ + 6a₁²a₂²)/24,
sin a₁ sin a₂ = a₁a₂[1 − (a₁² + a₂²)/6].

The second-order part of (15) is −½(α₁G₁ + α₂G₂ + α₂G₁ + α₁G₂) = −X/2, with X = (α₁ + α₂)(G₁ + G₂). The fourth-order part is Q/24, with

Q = a₁⁴ + a₂⁴ + 6a₁²a₂² + 2(α₂G₁ + α₁G₂)(a₁² + a₂²)
= α₁²G₁² + α₂²G₂² + 6α₁α₂G₁G₂ + 2α₁α₂(G₁² + G₂²) + 2(α₁² + α₂²)G₁G₂.

Subtracting this from the expanded X² leaves

X² − Q = α₁²G₂² + α₂²G₁² − 2α₁α₂G₁G₂ = D², D = α₁G₂ − α₂G₁.

With Y = k_z²d², (15) becomes

1 − Y/2 + Y²/24 = 1 − X/2 + (X² − D²)/24,

or Y = X + D²/12 + (Y² − X²)/12. Since Y − X is of fourth order, the last term is of sixth order and drops out. Inserting D = h₁h₂ω²(r₂/μ₁ − r₁/μ₂) and dividing by ω²d²,

s_z² = ⟨1/μ⟩⟨r⟩ + (ω²h₁²h₂²/12d²)(r₂/μ₁ − r₁/μ₂)².  (16)

The first term is the ellipse. The second is a square, so at this order the true curve lies on or outside the ellipse: the wave is slower than (2) says, by a relative amount growing as ω².

The correction vanishes when μ₁r₁ = μ₂r₂. By (14), Z_j² = ω²μ_jr_j, so this is equality of the two impedances. Solving for s_x gives

s_x² = (μ₁ρ₁ − μ₂ρ₂)/(μ₁² − μ₂²).  (17)

This holds for μ₁ ≠ μ₂; with equal moduli the correction vanishes only if the densities are equal too. For a wave that propagates across the layers, s_x² must be non-negative and both r_j must be positive. If the two layers have the same shear speed, (17) gives r₁ = r₂ = 0, a wave running along the layers at that speed. With Z₁ = Z₂ = Z, (15) reduces to cos(k_z d) = cos(a₁ + a₂), and no wave is reflected at the interfaces. If k_z is counted continuously through successive zones, k_z d = a₁ + a₂. Since q_j = Z/μ_j, this means k_z = Z⟨1/μ⟩. Also r_j = Z²/(ω²μ_j), so ⟨r⟩ = Z²⟨1/μ⟩/ω². Together these give s_z² = ⟨1/μ⟩⟨r⟩ with no expansion in frequency. This point of the ellipse is exact at every frequency within the continuum model.

**7. Weak thickness disorder**

Let the layer thicknesses vary independently from period to period, and consider a long wave travelling across the layers. One period has total compliance C = ∫dz/μ and mass per area m = ∫ρ dz, with deviations δC and δm from their means. The mean medium has wave number k and impedance Z̄ = k/⟨1/μ⟩. In it, forward and backward waves of amplitudes F and B give U = F + B and τ = iZ̄(F − B), so B = ½[U − τ/(iZ̄)].

Since the period is short compared with the wavelength, the deviations act as jumps. By (5), they are ΔU = δC τ and Δτ = −ω²δm U. For an incident forward wave, U = F and τ = iZ̄F, and

ΔB = (i/2)F(Z̄ δC − ω²δm/Z̄).

Using Z̄ δC = kd δC/C and ω²δm/Z̄ = kd δm/m, the magnitude of the reflected amplitude is

b = (kd/2)|δC/C − δm/m|.  (18)

When two scatterers are joined, the transmitted intensity is T = T₁T₂/|1 − p exp(iφ)|², where p < 1 is the product of the reflection amplitudes and φ the round-trip phase. If the decay length is much longer than the wavelength, φ may be taken as uniformly distributed. The average of ln|1 − p exp(iφ)| is then zero, because every term of its power series in p exp(iφ) averages to zero. So the mean of ln T is additive, and each period contributes ln(1 − b²) ≈ −b². Amplitude is the square root of intensity, so its decay rate per period is

γ = ½⟨b²⟩ = (kd)² Var(δC/C − δm/m)/8,  (19)

where the average and variance are over the disorder. The decay length d/γ grows as 1/ω², while the wavelength grows as 1/ω. Long waves therefore see the mean medium over many wavelengths.

**8. A stack containing titanium nitride**

Take 10 nm of TiN with the rough values μ₁ = 200 GPa and ρ₁ = 5.4 g/cm³, alternating with 10 nm of a soft model layer with μ₂ = 30 GPa and ρ₂ = 2.2 g/cm³. Then

⟨μ⟩ = (200 + 30)/2 = 115 GPa = 0.718 eV/Å³,
1/⟨1/μ⟩ = 1/(0.5/200 + 0.5/30) = 52.2 GPa = 0.326 eV/Å³,
⟨ρ⟩ = (5.4 + 2.2)/2 = 3.8 g/cm³.

The square root of GPa divided by g/cm³ is km/s. The speeds are √(115/3.8) = 5.50 km/s along the layers and √(52.17/3.8) = 3.71 km/s across them. The modulus ratio is 2.20, in agreement with (13): 1 + 0.25 × 170²/6000 = 2.20.

The fields behave as Section 5 describes. In a numerical solution with wave number times period equal to 0.02, the traction for travel across the layers varied by 1.2 % about its mean, nearly all of it a change of phase rather than of magnitude, and the soft layer strained 6.67 = 200/30 times as much as TiN. For travel along the layers, the displacement varied by 0.001 %.

At a quantum energy of 0.05 meV the ellipse gives a wavelength across the layers of 306.5 nm, about 15 periods. The true slowness exceeds the ellipse by 0.24 % in this direction. Equation (16) accounts for it. With s_x = 0 the bracket is 2.2/200 − 5.4/30 = −0.169 s²/km², and the prefactor h₁²h₂²/(12d²) is 2.083 nm². Relative to s_z², with s_z = 0.2699 s/km and ω = 2π/(306.5 nm × s_z), the correction is

(2π/306.5)² × 2.083 × 0.169²/0.2699⁴ = 0.0047.

Half of this, 0.24 %, is the relative excess of the slowness itself. At four times the energy, 0.20 meV, the leading term predicts sixteen times as much, 3.8 %, while the true excess is 5.3 %. Higher orders then matter.

The excess depends strongly on direction. At 0.20 meV it is 0.91 % at 30° from the normal, 0.045 % at 60° and 0.29 % along the layers. The minimum is explained by (17): s_x² = (1080 − 66)/(40000 − 900) = 0.02593 s²/km², and the ellipse gives s_z² = (3.8 − 115 × 0.02593)/52.17 = 0.01567 s²/km². The reflection-free angle is arctan √(0.02593/0.01567) = 52.1°, and 60° lies near it.

Straight across the layers, the first stop band extends from 0.285 to 0.642 meV. The ellipse has no stop band and would put the zone boundary, where the wavelength is 2d = 40 nm, at 0.05 × 306.5/40 = 0.38 meV, inside the gap. The thermal energy at 300 K is 25.9 meV, some 90 times the lower edge. The ellipse therefore describes sound in this stack, not the bulk of its thermal vibrations, and no thermal conductivity should be inferred from it.

For disorder, let each thickness vary independently by 5 % rms. TiN supplies 0.130 of the compliance and 0.711 of the mass; the soft layer supplies 0.870 and 0.289. Each layer therefore contributes 0.05 × 0.580 = 0.029 rms to the difference in (19), and the variance is 2 × 0.029² = 0.00168. At 0.05 meV, kd = 2π × 20/306.5 = 0.410, so γ = 0.410² × 0.00168/8 = 3.5 × 10⁻⁵ and the decay length is about 570 μm. One random sequence of two million periods gave 578 μm, but a single sequence of this length scatters by about 12 %, so the close agreement is not a measure of the accuracy of (19). Equation (19) is the limit kd → 0. At kd = 0.41 the mean decay length is about 540 μm, 4 % shorter than (19) gives, and at 0.10 meV it is about 16 % shorter.

**9. The model beside a real chip stack**

TiN films of nanometre thickness serve in chips as barriers and electrodes, so 10 nm is a realistic scale, but the regular stack is a model. A real structure with a few layers is shorter than the wavelength of about 300 nm and needs the matrices of its own layers and surroundings. The TiN constants used are those of dense material, and a deposited film may be softer: an assumed 150 GPa in place of 200 GPa would lower the modulus along the layers by 22 % and that across them by 4 %. Of the effects estimated below, weak bonding and crystal anisotropy are the largest for the values assumed. Absorption would add to the decay found in Section 8 and can dominate it. At 0.05 meV (12 GHz), a soft layer with complex modulus μ₂(1 − iη), where η is an assumed loss tangent, alone gives an amplitude decay length of about 560 μm for η = 2 × 10⁻⁴ and 110 μm for η = 10⁻³. Two assumed weak interlayers per period, each 0.3 nm thick with modulus 10 GPa, lower the modulus across the layers by 11 %, to 46.5 GPa. Crystalline TiN is cubic, with two shear moduli of roughly 170 and 230 GPa. If the TiN layers were single crystals, all oriented alike with (001) planes parallel to the film, the modulus along the layers would change by −13 % for travel along [100] and +13 % along [110], and that across them by −2 %. These shifts are measured from the round value of 200 GPa; a random polycrystal with these two moduli has 190 to 194 GPa. A compressive stress of 2 GPa in the TiN adds −2 GPa to its effective modulus for travel along the film, as negative tension does in a string, and with unstressed soft layers this term alone lowers ⟨μ⟩ by 0.9 %. It leaves out the change of the elastic constants themselves with static strain, which can be several times larger and of either sign. With typical third-order constants of steel or aluminium, in-plane compression raises the modulus of this wave. The 0.9 % is therefore neither the size nor the sign of the net effect in TiN. Heating by 100 K, with an assumed softening of both moduli by 10⁻⁴ per kelvin, lowers the speeds by 0.5 %. Lattice dispersion inside the layers, estimated from a chain of planes 0.21 nm apart, changes the speed at 0.05 meV by less than 10⁻⁴ %. The bond across each interface matters more, since it enters in proportion to plane spacing over period. In the same chain, an interface spring set by the geometric mean of the two moduli instead of the harmonic mean raises the speed across the layers by about 0.3 %. The numerical output lists the interlayer, anisotropy, stress, heating and dispersion estimates with their inputs.

Calculated quantities

```
INPUTS (TiN values rough; soft layer is a model)
thickness TiN, soft: 10.0, 10.0 nm
shear modulus TiN, soft: 200, 30 GPa
density TiN, soft: 5.4, 2.2 g/cm3
EFFECTIVE MEDIUM
period: 20.0 nm
mean density: 3.80 g/cm3
modulus along: 115.00 GPa = 0.7178 eV/A^3
modulus across: 52.17 GPa = 0.3256 eV/A^3
modulus ratio along/across: 2.204
speed along: 5.501 km/s
speed across: 3.705 km/s
slowness semi-axis along: 0.1818 s/km
slowness semi-axis across: 0.2699 s/km
SHARED FIELDS (wave number times period = 0.02)
across: traction spread 1.18 %
across: strain ratio soft/TiN 6.667
along: displacement spread 0.0011 %
FINITE FREQUENCY (angle from layer normal; slowness in s/km)
energy 0.05 meV, wavelength on the ellipse across, along: 306.5, 455.0 nm
   0 deg: ellipse 0.26988, true 0.27052, excess 0.240 %
  30 deg: ellipse 0.23660, true 0.23672, excess 0.050 %
  60 deg: ellipse 0.19563, true 0.19563, excess 0.003 %
  90 deg: ellipse 0.18178, true 0.18181, excess 0.018 %
energy 0.20 meV, wavelength on the ellipse across, along: 76.6, 113.8 nm
   0 deg: ellipse 0.26988, true 0.28429, excess 5.340 %
  30 deg: ellipse 0.23660, true 0.23876, excess 0.910 %
  60 deg: ellipse 0.19563, true 0.19572, excess 0.045 %
  90 deg: ellipse 0.18178, true 0.18231, excess 0.292 %
reflection-free angle: 52.14 deg
first stop band across: 0.285 to 0.642 meV
thermal energy at 300 K: 25.85 meV
NEGLECTED EFFECTS (rough or assumed inputs)
TiN crystal c44, (c11-c12)/2: 170, 230 GPa
(001) TiN, along [100]: modulus -13.0 %
(001) TiN, along [110]: modulus +13.0 %
(001) TiN, across: modulus -2.3 %
TiN film stress -2.0 GPa: modulus along -0.87 %
weak interlayers, two per period: 0.3 nm, 10 GPa
  modulus across with them: 46.47 GPa, change -10.9 %
softening 1e-04 per K over 100 K: speeds -0.50 %
atomic planes 0.21 nm apart, 0.05 meV: speed shift about 7.7e-05 %
thickness disorder: 5 % rms, energy 0.05 meV
  amplitude decay length, random product: 578 um
  amplitude decay length, estimate: 566 um
```
